**Weighted sums of Breit-Pauli fine-structure energies over an LS term**

The program tests that $\sum_J(2J+1)E_J=0$, where $E_J$ is the first-order energy of the level with total angular momentum $J$ in a term of fixed $L$ and $S$. It builds the nuclear spin-orbit, two-electron spin-orbit and dipolar spin-spin matrices for helium $1s2p\,^3P$ from Gaussian integrals, and compares representative integrals with radial quadrature. It asserts that each weighted sum vanishes, that the sum over $M_S$ vanishes for every pair of orbital states, and that the levels follow from the stretched-state energies $A$ and $D$. It also asserts that the Darwin term shifts all $J$ equally and that the contact spin-spin energy vanishes in the triplet but not in the singlet. For three $d$ electrons, the sums are asserted for $^4F$ and $^2H$, with spin-orbit coupling and a model rank-two pair coupling; the rank-two check is nontrivial only for $^4F$, because a rank-two spin tensor has no matrix elements within a doublet. The output shows helium sums of order $10^{-15}$ cm$^{-1}$ or smaller, against level energies of up to about 1 cm$^{-1}$. Mixing with $^1P$ moves the triplet centre of gravity by $-6.53\times10^{-5}$ cm$^{-1}$, in agreement with the second-order formula.

## Check in Python

```python
# Result under test: for an isolated LS term, sum_J (2J+1) E_J = 0 for the
# first-order energies E_J of spin-orbit (nuclear and two-electron) and
# dipolar spin-spin coupling; only spin-scalar operators move the centre of
# gravity at first order.
# Symbols: L, S, J = orbital, spin, total angular momentum; alpha = fine-structure
# constant; s1, s2 = electron spins; g = 1/r12; A, D = rank-one and rank-two
# energies of the stretched state M_L = M_S = 1 of a triplet P term.
# Real system: free He atom, 1s2p, frozen He+ 1s and static-exchange 2p.
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.integrate import simpson, cumulative_trapezoid
from pyscf import gto

alpha = constants.fine_structure
to_cm = constants.physical_constants['hartree-inverse meter relationship'][0] / 100
to_GHz = constants.c * 100 / 1e9
Z = 2


def angular_momentum(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1).astype(complex)
    minus = plus.conj().T
    return [(plus + minus) / 2, (plus - minus) / 2j, np.diag(m).astype(complex)]


def levels_by_J(V, J_squared, J_values):
    """First-order energy of each J; V must be a multiple of 1 in each J block."""
    values, vectors = np.linalg.eigh(J_squared)
    energies, count = [], 0
    for J in J_values:
        U = vectors[:, abs(values - J * (J + 1)) < 1e-6]
        assert U.shape[1] == round(2 * J + 1)
        block = U.conj().T @ V @ U
        energy = block[0, 0].real
        assert np.allclose(block, energy * np.eye(len(block)), atol=1e-9)
        assert np.allclose(V @ U, energy * U, atol=1e-9)
        energies.append(energy)
        count += len(block)
    assert count == len(V)
    return np.array(energies)


# ---------- helium orbitals in a primitive Gaussian basis ----------
s_exps = [0.15 * 2.6**n for n in range(11)]
p_exps = [0.01 * 2.5**n for n in range(10)]
primitive = gto.M(atom='He 0 0 0', verbose=0, basis={
    'He': [[0, [e, 1.0]] for e in s_exps] + [[1, [e, 1.0]] for e in p_exps]})
overlap = primitive.intor('int1e_ovlp')
core = primitive.intor('int1e_kin') + primitive.intor('int1e_nuc')
ns = len(s_exps)
s_index = np.arange(ns)
px_index = ns + 3 * np.arange(len(p_exps))
e_s, c_s = eigh(core[np.ix_(s_index, s_index)], overlap[np.ix_(s_index, s_index)])
orbital_1s = np.zeros(len(core))
orbital_1s[s_index] = c_s[:, 0]
density = np.outer(orbital_1s, orbital_1s)
repulsion = primitive.intor('int2e', aosym='s1')
field = (core + np.einsum('ijkl,kl->ij', repulsion, density)
         - np.einsum('ikjl,kl->ij', repulsion, density))
e_p, c_p = eigh(field[np.ix_(px_index, px_index)], overlap[np.ix_(px_index, px_index)])
del repulsion

# the four orbitals 1s, 2px, 2py, 2pz as contracted functions
atom = gto.M(atom='He 0 0 0', verbose=0, basis={'He': [
    [0] + [[e, float(c)] for e, c in zip(s_exps, c_s[:, 0])],
    [1] + [[e, float(c)] for e, c in zip(p_exps, c_p[:, 0])]]})
assert np.allclose(atom.intor('int1e_ovlp'), np.eye(4), atol=1e-8)


def gradient_cross(products, pick):
    """Integral of (grad a) x (grad b) times a potential. The library's component
    order is settled by the known positive sign for a=2px, b=2py, z component."""
    c = np.array([products[1, 2] - products[2, 1], products[2, 0] - products[0, 2],
                  products[0, 1] - products[1, 0]])
    return c * np.sign(c[pick])


nuclear = gradient_cross(atom.intor('int1e_ipnucip', comp=9).reshape(3, 3, 4, 4), (2, 1, 2))
electronic = gradient_cross(
    atom.intor('int2e_ipvip1', comp=9, aosym='s1').reshape(3, 3, 4, 4, 4, 4), (2, 1, 2, 0, 0))
half = atom.intor('int2e_ip1ip2', comp=9, aosym='s1').reshape(3, 3, 4, 4, 4, 4)
half = half + half.transpose(0, 1, 3, 2, 4, 5)
tensor = half + half.transpose(0, 1, 2, 3, 5, 4)      # minus d_a d_b (1/r12)
trace = tensor[0, 0] + tensor[1, 1] + tensor[2, 2]    # 4 pi delta(r12)
dipole = tensor - np.einsum('ab,ijkl->abijkl', np.eye(3), trace) / 3

# ---------- radial quadrature of the same integrals ----------
t = np.linspace(np.log(1e-5), np.log(90.0), 6001)
r = np.exp(t)
on_axis = atom.eval_gto('GTOval_sph', np.column_stack([0 * r, 0 * r, r]))
R1s = on_axis[:, 0] * np.sqrt(4 * np.pi)
R2p = on_axis[:, 3] * np.sqrt(4 * np.pi / 3)
enclosed = cumulative_trapezoid(R1s**2 * r**3, t, initial=0)
inverse_cube = simpson(R2p**2, x=t)
screening = simpson(R2p**2 * enclosed, x=t)
dipole_radial = -4 / 15 * simpson(R2p**2 * (3 * enclosed - R1s**2 * r**3), x=t)
assert np.isclose(nuclear[2, 1, 2], Z * inverse_cube, rtol=1e-4)
assert np.isclose(electronic[2, 1, 2, 0, 0], screening, rtol=1e-4)
assert np.isclose(dipole[2, 2, 3, 3, 0, 0], dipole_radial, rtol=1e-4)

# ---------- two-electron operators: orbital space (16) x spin space (4) ----------
s = angular_momentum(0.5)
s1 = [np.kron(a, np.eye(2)) for a in s]
s2 = [np.kron(np.eye(2), a) for a in s]
I4 = np.eye(4)
swap = np.eye(16).reshape(4, 4, 4, 4).transpose(1, 0, 2, 3).reshape(16, 16)


def pair_matrix(integral):
    return integral.transpose(0, 2, 1, 3).reshape(16, 16)


H_nuc = np.zeros((64, 64), complex)
H_ee = np.zeros((64, 64), complex)
H_dip = np.zeros((64, 64), complex)
H_contact = np.zeros((64, 64), complex)
for a in range(3):
    w = -1j * nuclear[a]                       # Z l_a / r^3
    H_nuc += alpha**2 / 2 * (np.kron(np.kron(w, I4), s1[a]) + np.kron(np.kron(I4, w), s2[a]))
    T1 = -1j * pair_matrix(electronic[a])      # (r12 x p1)_a / r12^3
    T2 = swap @ T1 @ swap
    H_ee -= alpha**2 / 2 * (np.kron(T1, s1[a] + 2 * s2[a]) + np.kron(T2, s2[a] + 2 * s1[a]))
    H_contact -= 2 / 3 * alpha**2 * np.kron(pair_matrix(trace), s1[a] @ s2[a])
    for b in range(3):
        H_dip += alpha**2 * np.kron(pair_matrix(dipole[a, b]), s1[a] @ s2[b])
at_nucleus = atom.eval_gto('GTOval_sph', np.zeros((1, 3)))[0]
delta = np.outer(at_nucleus, at_nucleus)
H_darwin = np.pi * alpha**2 * Z / 2 * np.kron(np.kron(delta, I4) + np.kron(I4, delta), I4)

# term states: antisymmetric orbital x triplet spin, symmetric orbital x singlet spin
q = np.sqrt(0.5)
triplet_spins = [np.array([1, 0, 0, 0]), np.array([0, q, q, 0]), np.array([0, 0, 0, 1])]
singlet_spin = np.array([0, q, -q, 0])
triplet, singlet = [], []
for m in (1, 2, 3):
    direct, exchanged = np.kron(I4[0], I4[m]), np.kron(I4[m], I4[0])
    triplet += [np.kron((direct - exchanged) * q, spin) for spin in triplet_spins]
    singlet.append(np.kron((direct + exchanged) * q, singlet_spin))
triplet, singlet = np.array(triplet).T, np.array(singlet).T


def in_triplet(H):
    return triplet.T @ H @ triplet


levi = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[a, b, c], levi[a, c, b] = 1, -1
J_sq = np.zeros((9, 9), complex)
for a in range(3):
    l = np.zeros((4, 4), complex)
    l[1:, 1:] = -1j * levi[a]
    J_a = in_triplet(np.kron(np.kron(l, I4) + np.kron(I4, l), I4)
                     + np.kron(np.eye(16), s1[a] + s2[a]))
    J_sq += J_a @ J_a

Js = np.array([0, 1, 2])
weights = 2 * Js + 1
parts = {'nuclear spin-orbit': H_nuc, 'two-electron spin-orbit': H_ee,
         'dipolar spin-spin': H_dip, 'total': H_nuc + H_ee + H_dip}
ML1 = np.array([-1, -1j, 0]) * q
table, sums, MS_rows, stretched = {}, {}, {}, {}
for name, H in parts.items():
    V = in_triplet(H) * to_cm
    assert np.allclose(V, V.conj().T, atol=1e-10)
    E = levels_by_J(V, J_sq, Js)
    table[name], sums[name] = E, weights @ E
    assert max(abs(E)) > 1e-3 and abs(sums[name]) < 1e-9
    assert abs(E.mean()) > 1e-3                # equal weights do not give zero
    # stronger claim: the M_S sum vanishes for every pair of orbital states
    assert np.allclose(np.einsum('asbs->ab', V.reshape(3, 3, 3, 3)), 0, atol=1e-9)
    states = [np.kron(ML1, e) for e in np.eye(3)]
    MS_rows[name] = [(v.conj() @ V @ v).real for v in states]
    stretched[name] = MS_rows[name][0]

# levels predicted from the stretched state alone
A = stretched['nuclear spin-orbit'] + stretched['two-electron spin-orbit']
D = stretched['dipolar spin-spin']
X = (Js * (Js + 1) - 4) / 2
rank_two = X**2 + X / 2 - 4 / 3
predicted = A * X / X[2] + D * rank_two / rank_two[2]
assert np.allclose(predicted, table['total'], atol=1e-9)

# spin scalars: equal shift of all J, and the centre of gravity follows it
darwin = levels_by_J(in_triplet(H_darwin) * to_cm, J_sq, Js)
assert np.ptp(darwin) < 1e-8
with_darwin = np.linalg.eigvalsh(in_triplet(parts['total'] + H_darwin) * to_cm)
assert np.isclose(with_darwin.mean(), darwin[0], atol=1e-8)
contact_triplet = np.trace(in_triplet(H_contact)).real / 9 * to_cm
contact_block = singlet.T @ H_contact @ singlet * to_cm
contact_singlet = np.trace(contact_block).real / 3
assert abs(contact_triplet) < 1e-9 and abs(contact_singlet) > 1e-3

# beyond first order: mixing with the singlet moves the centre of gravity
exchange = atom.intor('int2e', aosym='s1')[0, 3, 0, 3]
gap = 2 * exchange * to_cm
both = np.hstack([triplet, singlet])
V12 = both.T @ parts['total'] @ both * to_cm
mixed = np.linalg.eigvalsh(V12 + np.diag([0.0] * 9 + [gap] * 3))
second_order = mixed[:9].mean()
second_formula = -np.sum(abs(V12[:9, 9:])**2) / gap / 9
assert second_formula < -1e-8
assert np.isclose(second_order, second_formula, rtol=1e-2)  # third order neglected

# ---------- three d electrons: states that need not factorize ----------
dets = list(combinations(range(10), 3))
where = {d: n for n, d in enumerate(dets)}
moves = []
for col, det in enumerate(dets):
    for k, old in enumerate(det):
        rest = det[:k] + det[k + 1:]
        for new in range(10):
            if new not in rest:
                target = tuple(sorted(rest + (new,)))
                moves.append((where[target], col, new, old, (-1)**(k + target.index(new))))
rows, cols, new_i, old_i, signs = np.array(moves).T


def lift(one_body):
    M = np.zeros((120, 120), complex)
    np.add.at(M, (rows, cols), signs * one_body[new_i, old_i])
    return M


def pairs(P, Q):
    return (lift(P) @ lift(Q) - lift(P @ Q)) / 2


ld = angular_momentum(2)
ls = [[np.kron(ld[a], s[b]) for b in range(3)] for a in range(3)]
L3 = [lift(np.kron(a, np.eye(2))) for a in ld]
S3 = [lift(np.kron(np.eye(5), a)) for a in s]
L_sq, S_sq = sum(a @ a for a in L3), sum(a @ a for a in S3)
J3_sq = sum((a + b) @ (a + b) for a, b in zip(L3, S3))
spin_orbit = lift(ls[0][0] + ls[1][1] + ls[2][2])
rank_two_pair = sum(pairs(ls[a][a], ls[b][b]) / 2 + pairs(ls[b][a], ls[a][b]) / 2
                    - pairs(ls[b][a], ls[b][a]) / 3 for a in range(3) for b in range(3))
values, vectors = np.linalg.eigh(L_sq + 100 * S_sq)
d3 = []
for label, L, S in [('4F', 3, 1.5), ('2H', 5, 0.5)]:
    U = vectors[:, abs(values - L * (L + 1) - 100 * S * (S + 1)) < 1e-6]
    assert U.shape[1] == round((2 * L + 1) * (2 * S + 1))
    J_list = np.arange(abs(L - S), L + S + 1)
    for kind, H in [('spin-orbit', spin_orbit), ('rank-two pair', rank_two_pair)]:
        E = levels_by_J(U.conj().T @ H @ U, U.conj().T @ J3_sq @ U, J_list)
        total = (2 * J_list + 1) @ E
        assert abs(total) < 1e-9
        if kind == 'spin-orbit' or label == '4F':
            assert max(abs(E)) > 1e-2
            d3.append((label, kind, J_list, E, total))

# ---------- printed numbers ----------
print(f'fine-structure constant alpha = {alpha:.9f}')
print(f'1 hartree = {to_cm:.4f} cm^-1; 1 cm^-1 = {to_GHz:.6f} GHz')
print(f'He+ 1s orbital energy = {e_s[0]:.6f} hartree')
print(f'2p orbital energy in triplet field = {e_p[0]:.6f} hartree')
print(f'<r^-3> of 2p = {inverse_cube:.6f} bohr^-3')
print('He 1s2p triplet P, first-order energies in cm^-1:')
for name, E in table.items():
    print(f'  {name}: E0 = {E[0]:.6f}, E1 = {E[1]:.6f}, E2 = {E[2]:.6f}')
    print(f'    weighted sum = {sums[name]:.1e}, equal-weight mean = {E.mean():.6f}')
print('Diagonal energies at M_L = 1 for M_S = 1, 0, -1 in cm^-1:')
for name, row in MS_rows.items():
    print(f'  {name}: {row[0]:.6f}, {row[1]:.6f}, {row[2]:.6f}; sum {sum(row):.1e}')
print(f'stretched-state energies: A = {A:.6f} cm^-1, D = {D:.6f} cm^-1')
print('levels predicted from A and D (J=0,1,2): '
      + ', '.join(f'{e:.6f}' for e in predicted) + ' cm^-1')
tot = table['total']
print(f'E0 - E1 = {tot[0]-tot[1]:.6f} cm^-1 = {(tot[0]-tot[1])*to_GHz:.4f} GHz')
print(f'E1 - E2 = {tot[1]-tot[2]:.6f} cm^-1 = {(tot[1]-tot[2])*to_GHz:.4f} GHz')
print(f'one-electron Darwin shift, every J = {darwin[0]:.4f} cm^-1')
print(f'centre of gravity with Darwin term = {with_darwin.mean():.4f} cm^-1')
print(f'contact spin-spin energy: triplet {contact_triplet:.1e} cm^-1, '
      f'singlet {contact_singlet:.6f} cm^-1')
print(f'singlet-triplet gap 2K = {gap:.3f} cm^-1')
print(f'second-order centre-of-gravity shift: diagonalization {second_order:.4e} cm^-1')
print(f'second-order centre-of-gravity shift: formula {second_formula:.4e} cm^-1')
print('Three d electrons, unit coupling constants (dimensionless):')
for label, kind, J_list, E, total in d3:
    print(f'  {label} {kind}: ' + ', '.join(f'J={J:.1f}: {e:.5f}' for J, e in zip(J_list, E)))
    print(f'    weighted sum = {total:.1e}')
print('finished without a failed check')
```

It prints:

```
fine-structure constant alpha = 0.007297353
1 hartree = 219474.6314 cm^-1; 1 cm^-1 = 29.979246 GHz
He+ 1s orbital energy = -1.999983 hartree
2p orbital energy in triplet field = -0.131316 hartree
<r^-3> of 2p = 0.064616 bohr^-3
He 1s2p triplet P, first-order energies in cm^-1:
  nuclear spin-orbit: E0 = -0.755188, E1 = -0.377594, E2 = 0.377594
    weighted sum = 3.9e-16, equal-weight mean = -0.251729
  two-electron spin-orbit: E0 = 1.245499, E1 = 0.622749, E2 = -0.622749
    weighted sum = -4.4e-16, equal-weight mean = 0.415166
  dipolar spin-spin: E0 = 0.551612, E1 = -0.275806, E2 = 0.055161
    weighted sum = -1.1e-15, equal-weight mean = 0.110322
  total: E0 = 1.041923, E1 = -0.030651, E2 = -0.189994
    weighted sum = -1.0e-15, equal-weight mean = 0.273759
Diagonal energies at M_L = 1 for M_S = 1, 0, -1 in cm^-1:
  nuclear spin-orbit: 0.377594, 0.000000, -0.377594; sum 0.0e+00
  two-electron spin-orbit: -0.622749, 0.000000, 0.622749; sum 0.0e+00
  dipolar spin-spin: 0.055161, -0.110322, 0.055161; sum -2.8e-17
  total: -0.189994, -0.110322, 0.300316; sum -5.6e-17
stretched-state energies: A = -0.245155 cm^-1, D = 0.055161 cm^-1
levels predicted from A and D (J=0,1,2): 1.041923, -0.030651, -0.189994 cm^-1
E0 - E1 = 1.072573 cm^-1 = 32.1549 GHz
E1 - E2 = 0.159343 cm^-1 = 4.7770 GHz
one-electron Darwin shift, every J = 91.0566 cm^-1
centre of gravity with Darwin term = 91.0566 cm^-1
contact spin-spin energy: triplet 2.1e-16 cm^-1, singlet 0.225141 cm^-1
singlet-triplet gap 2K = 2713.709 cm^-1
second-order centre-of-gravity shift: diagonalization -6.5282e-05 cm^-1
second-order centre-of-gravity shift: formula -6.5283e-05 cm^-1
Three d electrons, unit coupling constants (dimensionless):
  4F spin-orbit: J=1.5: -2.00000, J=2.5: -1.16667, J=3.5: 0.00000, J=4.5: 1.50000
    weighted sum = -1.0e-14
  4F rank-two pair: J=1.5: 1.80000, J=2.5: -0.45000, J=3.5: -1.50000, J=4.5: 0.75000
    weighted sum = 2.0e-14
  2H spin-orbit: J=4.5: -0.60000, J=5.5: 0.50000
    weighted sum = -7.5e-15
finished without a failed check
```
